Why In–C Bonds Are Weaker than Ga–C Bonds: An Overlap Model

**Question.** Gallium and indium both form three single bonds to methyl groups, using the same kinds of valence orbitals. Why is the indium–carbon bond generally the weaker one, and how much of the difference can be traced to the more diffuse valence orbitals of indium?

**Answer.**

The comparison concerns metals in the same bonding situation: trivalent, with the same ligands. Each bond is described by two orbitals, an sp2 hybrid on the metal and an sp3 hybrid on carbon, which point at each other and share two electrons.

**Mechanism: one partner grows, the other does not**

The valence electrons of indium lie one shell further out than those of gallium. For this pair of metals three changes go with it: the metal hybrid is larger, the bond is longer, and the hybrid is less deeply bound. An added shell does not guarantee this. From aluminium to gallium, where the 3d shell is filled in between, the same construction gives a gallium hybrid that is slightly smaller (1.77 against 1.80 Å) and more deeply bound (−7.7 against −7.5 eV). The carbon hybrid stays the same size. In the Ga–C bond a small carbon orbital sits in a larger metal orbital; in the In–C bond the mismatch is greater and the metal amplitude near carbon is thinner. The overlap falls, and in a model where coupling is proportional to overlap, the coupling falls with it.

Diffuseness does not reduce overlap under all conditions. Far from the metal, a diffuse orbital has the larger tail and can overlap more with a distant partner than a compact one does. The useful comparison takes each metal at its own bond length.

A scaling argument shows what happens there. Let a be the metal hybrid and b the carbon hybrid. An orbital enlarged by a factor λ, and still normalized, is

a_λ(r) = λ^(−3/2) a(r/λ).

Suppose that the metal orbital and the bond vector R are both enlarged by λ. The overlap is

S_λ = ∫ λ^(−3/2) a(r/λ) b(r − λR) d³r.

Substitute r = λu, so that d³r = λ³ d³u:

S_λ = ∫ a(u) λ^(3/2) b(λ(u − R)) d³u.

The factor λ^(3/2) b(λu) is the carbon orbital shrunk by λ, again normalized. Enlarging the metal orbital and the bond together is therefore the same as keeping both and shrinking carbon.

If carbon is so compact that a hardly varies across it, a can be taken outside the integral:

S_λ ≈ a(R) ∫ λ^(3/2) b(λw) d³w = λ^(−3/2) a(R) ∫ b(w) d³w.

The last integral comes from the s part of the hybrid, since the p part integrates to zero. In this limit the overlap falls as λ^(−3/2). A real carbon orbital is not that compact, so the power must be found numerically.

**From overlap to bonding gain**

Let eM and eC be the energies of the metal and carbon hybrids, with eM > eC, and let S > 0 be their overlap. Define

D = eM − eC, e = (eM + eC)/2.

The coupling follows the Wolfsberg–Helmholz rule,

H = K e S,

with the same constant K for both metals. Energies are counted from vacuum, so e and H are negative. This choice matters. Shifting all energies by c must change H by cS, whereas the rule changes it by KcS, so the rule is tied to its zero.

Write the bond orbital as a combination of a and b, and project its one-electron equation on each hybrid. A non-zero solution requires

(eM − E)(eC − E) = (H − E S)².

Measure the lower root downward from the carbon level, E = eC − x. The left side becomes (D + x)x. On the right,

H − E S = S(K e − eC) + xS.

For the parameters used here K e lies below eC, so define the positive quantity

g = eC − K e.

Then H − E S = −S(g − x), and the secular equation is

x(x + D) = S²(g − x)².

With v = gS, expansion and collection of terms give

(1 − S²)x² + (D + 2vS)x − v² = 0.

The product of the two roots, −v²/(1 − S²), is negative, so there is one positive root:

x = [−(D + 2vS) + √((D + 2vS)² + 4(1 − S²)v²)] / [2(1 − S²)].

Two electrons occupy this orbital. The bonding gain is

W = 2(eC − E) = 2x.

This is the energy gained by coupling, relative to two electrons placed in the carbon hybrid. It is not the dissociation energy, which starts from two neutral radicals and also contains electron transfer, electrostatic attraction and repulsion.

The direction of each effect can be read from the unexpanded equation. At x = 0 its left side is smaller than its right side, and at x = g it is larger, so the positive root lies between 0 and g. There the square root of the equation is

√(x(x + D)) = S(g − x).

The left side rises with x and the right side falls. A larger S or g raises the right side and moves the crossing to larger x; a larger D raises the left side and moves it to smaller x. Thus W grows with overlap and with g, and shrinks as the level gap widens.

Two limits show how strongly overlap matters. For weak coupling and a finite gap, x is small compared with both D and g, and

W ≈ 2v²/D = 2g²S²/D.

The gain is then quadratic in S. For equal levels, D = 0 and x = S(g − x), hence

W = 2gS/(1 + S).

Here the gain grows more slowly than S itself. For a polar metal–carbon bond with large overlap, the steepness of the dependence on S lies between these cases, while the gain itself is smaller than either formula gives.

**Orbitals and bond lengths**

The hybrids were built from Hartree–Fock orbitals of the free atoms, and the bond lengths come from Hartree–Fock scans of H2Ga–CH3 and H2In–CH3. These molecules have one metal–carbon bond each and stand in for the trimethyl compounds. The basis is def2-SVP, with a core potential for indium. In the scans the M–H lengths were held at 1.57 Å for Ga and 1.73 Å for In, and the angles and the methyl shape were also held fixed.

The root-mean-square radius of the metal hybrid is 1.76 Å for Ga and 1.95 Å for In, a ratio of 1.11. The carbon hybrid has a radius of 0.98 Å. The bond lengths are 2.00 Å and 2.20 Å, a ratio of 1.10; in the larger def2-TZVP basis they are estimated at about 1.99 Å and 2.18 Å, a ratio near 1.09, and the radii grow by about 0.01 Å. Orbital and bond thus grow by nearly the same factor, which is the situation of the scaling argument. The overlaps are

S(Ga–C) = 0.595, S(In–C) = 0.548.

Direct numerical integration gives the same values. The indium overlap is 8% smaller. With def2-TZVP orbitals at the same lengths the overlaps are 0.590 and 0.547, a fall of 7%, so the third digit is not converged. Stretching the gallium orbital and its bond length by 1.10 gives 0.548 as well, so for this overlap the indium hybrid behaves like an enlarged gallium hybrid. The compact-carbon limit would predict a factor of 1.10^(−3/2) = 0.87, whereas the computed factor is 0.92. The finite size of the carbon orbital softens the fall.

Size and distance can be separated. With the indium orbital placed at the Ga–C length, S is 0.569: the more diffuse orbital already overlaps less at that fixed distance. With the gallium orbital at the In–C length, S is 0.558. Both changes lower the overlap here, and their shares depend on which is made first.

**The gain in numbers**

The carbon hybrid lies at −13.70 eV, the gallium hybrid at −7.72 eV and the indium hybrid at −7.21 eV. Take K = 1.75 as a trial value; other values are tried below. For gallium,

e = −(7.72 + 13.70)/2 = −10.71 eV,

g = 1.75 × 10.71 − 13.70 = 5.04 eV,

v = 0.595 × 5.04 = 3.00 eV.

With D = 5.98 eV, the coefficients of the quadratic are

1 − S² = 0.646, D + 2vS = 9.55 eV,

and therefore

x = [−9.55 + √(9.55² + 4 × 0.646 × 3.00²)]/(2 × 0.646) ≈ 0.89 eV,

W(Ga) = 1.78 eV.

For indium the same steps give e = −10.46 eV, g = 4.60 eV, v = 2.52 eV and D = 6.48 eV. The coefficients are 0.699 and 9.25 eV, so x ≈ 0.65 eV and

W(In) = 1.31 eV.

The gain falls by 0.47 eV, or 26% of the gallium value. With def2-TZVP orbitals the levels shift by up to 0.06 eV and the fall becomes 0.45 eV. The weak-coupling formula would give 3.0 eV for gallium, far above 1.78 eV, so the full root is needed.

To find the causes, start from gallium and change one quantity at a time. Replacing only the overlap by that of indium lowers W to 1.60 eV, a fall of 0.18 eV. Replacing only the metal level lowers it to 1.47 eV, a fall of 0.31 eV. The two falls do not add up to 0.47 eV because the equation is not linear. If the level is changed first, the overlap then lowers W from 1.47 to 1.31 eV, a fall of 0.16 eV. At K = 1.75 the overlap thus accounts for roughly a third to two fifths of the effect, depending on the order of the changes, and the shallower level for the rest.

The level acts in two ways. It widens the gap D, and through the coupling rule it reduces g. If g is kept at 5.04 eV while D is raised to 6.48 eV, the quadratic gives W ≈ 1.70 eV, a fall of only 0.08 eV. Most of the level effect therefore comes from the rule that coupling is proportional to the mean level as well as to the overlap.

**How far the model can be trusted**

The size of W depends strongly on K. At K = 1.5 the gains are 0.51 eV for Ga and 0.30 eV for In; at K = 2.0 they are 3.37 eV and 2.66 eV. The order is the same at all three values, but the difference runs from 0.20 to 0.71 eV. The share due to the overlap shifts as well, from roughly a quarter at K = 1.5 to about two fifths at K = 2.0. The model gives a direction, not a prediction of the bond-energy difference.

The order also relies on a common K. Suppose that K stays at 1.75 for gallium and is adjusted for indium until both gains are equal. Setting x = 0.89 eV in the indium equation gives

S(g − x) = √(0.89 × (0.89 + 6.48)) = 2.56 eV,

g = 0.89 + 2.56/0.548 = 5.56 eV,

K = (5.56 + 13.70)/10.46 ≈ 1.84.

An indium constant only 5% larger would remove the difference.

The molecular Hartree–Fock calculation shows why this matters. From its Fock matrix one can take the coupling H between the same two hybrids, after removing their deep-core components, and define an effective K as H divided by the overlap and the mean level found in the molecule. The coupling is −13.16 eV for Ga–C and −11.90 eV for In–C, a fall of 10% in magnitude, which is the direction the model predicts. For the hybrids chosen here, however, the effective K is 1.95 for Ga and 2.14 for In; the values themselves depend on how the hybrids are built. For each metal it also varies by about 10% in total between the shortest and longest bonds of the scan, which differ by 0.16 Å. Proportionality with one constant is thus a rough approximation. The two effective constants differ by about 10%, twice the amount that cancels the model's difference: inserted into the model with the atomic levels, they give W = 3.0 eV for Ga and 3.5 eV for In, the reverse order. The two-level problem built directly from the molecular Fock elements (def2-TZVP), where the level gap is only 1.2 to 1.3 eV, gives nearly equal gains, 7.0 and 6.9 eV, and 7.3 and 7.6 eV if the filled d shells are removed from the hybrids as well.

Moreover, H by itself depends on the energy zero. The combination H − eS does not. Since eS = H/K for the effective K,

H − eS = H(1 − 1/K),

which gives

Ga: −13.16 × (1 − 1/1.950) = −6.41 eV,

In: −11.90 × (1 − 1/2.135) = −6.33 eV.

These differ by only about 1% (about 2% in def2-TZVP). The smaller coupling measured from vacuum is confirmed in the molecule, but a substantially smaller coupling independent of the zero is not. The overlap model is a plausible account of the trend, and this calculation does not establish it as the whole cause.

The reference state is a further limit. Counted from one electron in each hybrid, the one-electron energy gained is

eM + eC − 2E = D + W,

which at K = 1.75 is 7.76 eV for Ga and 7.79 eV for In. This near-equality holds only near that K: at K = 1.5 the sum is larger for indium by 0.3 eV, and at K = 2.0 it is smaller by 0.2 eV. The wider gap of indium works against the loss in W, because this count credits the bond with the full fall of an electron from metal to carbon. It omits the repulsion that the electron meets there and the attraction between the resulting charges. The model can compare the coupling part of the two bonds, but it cannot supply their total energies.

**Bond energies from a calculation without the model**

The dissociation energy was computed for

H2M–CH3 → H2M + CH3.

The methyl radical was taken as planar, and the H2M fragment kept its shape. The PBE0 functional gives

Ga–C: 3.39 eV (327 kJ/mol),

In–C: 2.80 eV (270 kJ/mol).

The indium bond is weaker by 0.59 eV, or 17% of the gallium value. These numbers are not converged in the basis: def2-TZVP at the same geometry gives 3.34 and 2.80 eV, a difference of 0.54 eV. This calculation contains no assumption about K or about two-orbital bonding, so it supports the order of the bond strengths independently. It does not divide the difference into overlap, level and other parts. The closeness of 0.59 eV to the model's 0.47 eV carries little weight, given how strongly the latter depends on K.

Hartree–Fock theory gives lower bond energies, 2.34 and 1.76 eV, but nearly the same difference, 0.58 eV (2.27 and 1.75 eV, difference 0.53 eV, in def2-TZVP). Going to PBE0 therefore strengthens both bonds by about 1 eV and hardly alters the comparison. Zero-point motion of the metal–carbon stretch lowers the difference by about 0.005 eV. The methyl group releases 0.30 eV when it relaxes from its shape in the molecule to the planar radical. This amount is the same for both metals here because the same methyl shape was imposed on both.

These are computed reference values, not measurements. The small basis was not corrected for superposition error, which tends to make bonds look too strong. Gallium was treated without relativity, while the indium core potential includes its main scalar effects. The influence of these two approximations on the difference was not evaluated.

**What the difference means for precursors**

Trimethylgallium and trimethylindium deliver the metals in vapour-phase growth of III–V semiconductors. Take 700 K as a rough temperature for the gas on its way to a hotter substrate. If a bond breaks by simple separation into radicals, with a barrier equal to its bond energy and the same prefactor for both metals, the rate ratio is

k(In)/k(Ga) = exp(ΔE/kT),

where ΔE is the gallium bond energy minus the indium one. With kT = 0.0603 eV,

k(In)/k(Ga) = exp(0.590/0.0603) ≈ 2 × 10⁴.

The def2-TZVP difference of 0.54 eV gives 7 × 10³ instead, so only the order of magnitude, about 10⁴, is meaningful.

Under the same assumptions, equal rates require temperatures in the ratio of the bond energies, T(In)/T(Ga) = 0.83 (0.84 in def2-TZVP). A gallium compound at 700 K would correspond to an indium compound near 580 to 590 K. In experiments trimethylindium decomposes at lower temperatures than trimethylgallium. This observation is not a result of the present calculation, but it agrees in direction.

The factor itself should not be used for reactor design. The real precursors carry two further methyl groups where the example has hydrogen, and in a reactor the bonds are also attacked by radicals and broken at surfaces. Such paths replace the bond energy by other barriers. The exponential makes this important: a change of only 0.1 eV in the barrier difference alters the rate ratio at 700 K by a factor of exp(0.1/0.0603) ≈ 5.

**The answer to the question**

Within the overlap model, the In–C bond is weaker because the indium hybrid and its bond length grow together while the carbon hybrid does not, which lowers the overlap by 7 to 8%, and because the indium hybrid is less deeply bound. Both reduce the coupling gain when one K serves for both metals, and for the values of K tried here the shallower level contributes more than the overlap. The weaker In–C bond is also found by PBE0 without that assumption. The attribution to diffuse orbitals is less secure than the trend itself, since it depends on a common coupling constant, whereas the molecular calculation gives constants that differ by about 10%, enough to remove or reverse the model's order. The computed values are collected in the numerical output.

Table of computed values

```
K of the model: 1.75
C sp3 level: -13.70 eV, rms radius 0.980 angstrom
Ga: M-H length (input) 1.57 angstrom
Ga: sp2 level -7.72 eV
Ga: sp2 rms radius 1.763 angstrom
Ga: M-C length, HF 1.997 angstrom
Ga: overlap S 0.5952, by quadrature 0.5952
Ga: level gap D 5.98 eV
Ga: v = S|K e - eC| 3.001 eV
Ga: model gain W 1.779 eV
Ga: Fock coupling in molecule -13.16 eV
Ga: effective K 1.950, over scan 1.835 to 2.030
Ga: bond energy HF 2.335 eV, PBE0 3.392 eV
Ga: M-C stretch zero-point energy 0.0372 eV
In: M-H length (input) 1.73 angstrom
In: sp2 level -7.21 eV
In: sp2 rms radius 1.949 angstrom
In: M-C length, HF 2.197 angstrom
In: overlap S 0.5483, by quadrature 0.5483
In: level gap D 6.48 eV
In: v = S|K e - eC| 2.521 eV
In: model gain W 1.309 eV
In: Fock coupling in molecule -11.90 eV
In: effective K 2.135, over scan 2.019 to 2.218
In: bond energy HF 1.756 eV, PBE0 2.802 eV
In: M-C stretch zero-point energy 0.0324 eV
radius ratio In/Ga: 1.106
bond length ratio In/Ga: 1.100
overlap, In orbital at Ga-C length: 0.5689
overlap, Ga orbital at In-C length: 0.5584
overlap, Ga orbital and length both stretched: 0.5479
overlap, carbon shrunk instead: 0.5479
overlap ratio In/Ga: 0.9211
W with only the overlap changed to In: 1.597 eV
W with only the level changed to In: 1.466 eV
fall of W, Ga to In: 0.470 eV
W at K = 1.5: Ga 0.507 eV, In 0.304 eV
W at K = 2.0: Ga 3.368 eV, In 2.660 eV
bond energy difference Ga-In: PBE0 0.590 eV, HF 0.579 eV
PBE0 bond energies: Ga 327 kJ/mol, In 270 kJ/mol
methyl flattening energy, PBE0: 0.301 eV
zero-point change of the difference: -0.0048 eV
temperature 700 K, kT 0.0603 eV
rate ratio In/Ga, equal prefactors: 1.77e+04
equal-rate temperature ratio In/Ga: 0.826
```
